# Joint cell and position relaxation with a logarithmic deformation gradient: test program

```python
"""
Joint relaxation of cell and positions with F = exp(U), r = F x, a = F a0.
Result under test: for symmetric U with eigenvalues lam, the enthalpy gradient
in the eigenbasis of U is  T_ab * sinh(lam_a-lam_b)/(lam_a-lam_b),
with T = (virial dE/dstrain) + p V 1; for general U it is L(U^T, T F^-T),
L being the Frechet derivative of exp. The scaled variable w = ell sqrt(N) U
makes the problem restricted to replicated cells independent of their number m.
Symbols: x reference positions, U log of deformation gradient, V volume,
p pressure, N atoms, ell fixed length. Rows of 'cell' are lattice vectors.
Units: eV and angstrom. Model: Morse pairs with a smooth cutoff.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize
from scipy import constants as const

DEPTH = np.array([[0.30, 0.35], [0.35, 0.30]])      # eV
R_MIN = np.array([[2.85, 2.80], [2.80, 2.75]])      # angstrom
ALPHA = 2.0                                         # 1/angstrom
R_ON, R_CUT = 4.3, 5.8                              # angstrom
PRESSURE = 0.02                                     # eV/angstrom^3
ELL = 2.0                                           # angstrom
KAPPA = 20.0                                        # eV/angstrom^2
N0 = 4
SPECIES = np.array([0, 0, 1, 1])
A_REF, C_REF = 2.80, 7.92
CELL0 = np.diag([A_REF, A_REF, C_REF])
X_IDEAL = np.array([[0, 0, 0], [.5, .5, .25], [0, 0, .5], [.5, .5, .75]]) @ CELL0

# orthonormal basis of symmetric 3x3 matrices (Frobenius product)
BASIS = np.zeros((6, 3, 3))
for k in range(3):
    BASIS[k, k, k] = 1.0
for k, (a, b) in enumerate([(1, 2), (0, 2), (0, 1)]):
    BASIS[3 + k, a, b] = BASIS[3 + k, b, a] = np.sqrt(0.5)


def pair_model(cell, pos, species):
    """Energy, dE/dr and virial dE/dstrain of the periodic crystal."""
    inv = np.linalg.inv(cell)
    heights = 1.0 / np.linalg.norm(inv, axis=0)
    nmax = np.floor(R_CUT / heights + 0.5).astype(int)
    shifts = np.array(np.meshgrid(*[np.arange(-n, n + 1) for n in nmax],
                                  indexing="ij")).reshape(3, -1).T
    frac = pos @ inv
    df = frac[None, :, :] - frac[:, None, :]
    df -= np.round(df)
    d = df[:, :, None, :] @ cell + shifts @ cell
    r2 = np.einsum("ijsk,ijsk->ijs", d, d)
    mask = (r2 < R_CUT**2) & (r2 > 1e-8)
    i, j, _ = np.nonzero(mask)
    d, r = d[mask], np.sqrt(r2[mask])
    depth = DEPTH[species[i], species[j]]
    q = np.exp(-ALPHA * (r - R_MIN[species[i], species[j]]))
    morse = depth * (q * q - 2 * q)
    dmorse = 2 * ALPHA * depth * (q - q * q)
    t = np.clip((r - R_ON) / (R_CUT - R_ON), 0, 1)
    switch = 1 - t**3 * (10 - 15 * t + 6 * t * t)
    dswitch = -30 * t**2 * (1 - t)**2 / (R_CUT - R_ON)
    slope = dmorse * switch + morse * dswitch
    pull = (slope / r)[:, None] * d
    grad = -np.array([np.bincount(i, pull[:, k], minlength=len(pos))
                      for k in range(3)]).T
    return 0.5 * np.sum(morse * switch), grad, 0.5 * pull.T @ d


def enthalpy_definition(U, x):
    """Enthalpy of the four-atom cell directly from F = expm(U)."""
    F = expm(U)
    cell = CELL0 @ F.T
    return pair_model(cell, x @ F.T, SPECIES)[0] + PRESSURE * np.linalg.det(cell)


def frechet(A, B):
    """Frechet derivative of exp at A along B from a block exponential."""
    return expm(np.block([[A, B], [np.zeros((3, 3)), A]]))[:3, 3:]


def symmetric_log_gradient(lam, vec, T):
    d = lam[:, None] - lam[None, :]
    safe = np.where(np.abs(d) > 1e-6, d, 1.0)
    factor = np.where(np.abs(d) > 1e-6, np.sinh(safe) / safe, 1.0)
    return vec @ ((vec.T @ T @ vec) * factor) @ vec.T


def make_system(m, power):
    """m copies along the first axis; strain scale grows as m**power."""
    return dict(m=m, cell0=np.diag([m, 1, 1]) @ CELL0,
                species=np.tile(SPECIES, m),
                scale=ELL * np.sqrt(N0) * m**power)


def pack(x, U, system):
    copies = [x + c * CELL0[0] for c in range(system["m"])]
    w = np.tensordot(BASIS, U, 2) * system["scale"]
    return np.concatenate([np.array(copies).ravel(), w])


def unpack(z, system):
    n = len(system["species"])
    U = np.tensordot(z[3 * n:], BASIS, 1) / system["scale"]
    return z[:3 * n].reshape(n, 3), U


def evaluate(z, system):
    """Enthalpy, gradient in (x, w), largest force, largest residual stress."""
    x, U = unpack(z, system)
    lam, vec = np.linalg.eigh(U)
    F = (vec * np.exp(lam)) @ vec.T
    cell = system["cell0"] @ F
    energy, g, virial = pair_model(cell, x @ F, system["species"])
    volume = np.linalg.det(cell)
    T = virial + PRESSURE * volume * np.eye(3)
    G = symmetric_log_gradient(lam, vec, T)
    grad = np.concatenate([(g @ F).ravel(),
                           np.tensordot(BASIS, G, 2) / system["scale"]])
    return (energy + PRESSURE * volume, grad,
            np.linalg.norm(g, axis=1).max(), np.abs(T).max() / volume)


F_TOL, S_TOL = 1e-5, 1e-6


def relax(z, system, max_steps=400):
    """BFGS with backtracking; all tests are relative or intensive."""
    n = len(system["species"])
    hinv = np.eye(len(z)) / KAPPA
    H, g, fmax, smax = evaluate(z, system)
    history = [H / n]
    for step in range(max_steps):
        if fmax < F_TOL and smax < S_TOL:
            return z, np.array(history), step
        p = -hinv @ g
        move = np.linalg.norm(p[:3 * n].reshape(n, 3), axis=1).max()
        strain = np.linalg.norm(p[3 * n:]) / system["scale"]
        p /= max(1.0, move / 0.3, strain / 0.1)
        t = 1.0
        while True:
            new = evaluate(z + t * p, system)
            if new[0] <= H + 1e-4 * t * (g @ p) + 1e-12 * abs(H):
                break
            t *= 0.5
            assert t > 1e-10, "line search failed"
        s, y = t * p, new[1] - g
        ys = y @ s
        if ys > 1e-8 * np.linalg.norm(y) * np.linalg.norm(s):
            hy = hinv @ y
            hinv = (hinv - (np.outer(hy, s) + np.outer(s, hy)) / ys
                    + (1 + y @ hy / ys) * np.outer(s, s) / ys)
        z = z + s
        H, g, fmax, smax = new
        history.append(H / n)
    raise AssertionError("relaxation did not converge")


def derivative(f, h=2e-4):
    """Four-point central first derivative of f at 0."""
    return (8 * (f(h) - f(-h)) - (f(2 * h) - f(-2 * h))) / (12 * h)


def numeric_U_gradient(U, x):
    out = np.zeros((3, 3))
    for a in range(3):
        for b in range(3):
            unit = np.zeros((3, 3))
            unit[a, b] = 1.0
            out[a, b] = derivative(lambda h: enthalpy_definition(U + h * unit, x))
    return out


rng = np.random.default_rng(7)
x_start = X_IDEAL + 0.05 * rng.standard_normal((N0, 3))

# Frechet derivative: block exponential against the defining integral
A, B, P = (0.5 * rng.standard_normal((3, 3)) for _ in range(3))
nodes, weights = np.polynomial.legendre.leggauss(20)
integral = sum(0.5 * w * expm(0.5 * (1 - s) * A) @ B @ expm(0.5 * (1 + s) * A)
               for s, w in zip(nodes, weights))
assert np.allclose(frechet(A, B), integral, atol=1e-12)
directional = (expm(A + 1e-5 * B) - expm(A - 1e-5 * B)) / 2e-5
assert np.allclose(frechet(A, B), directional, atol=1e-8)
assert abs(np.sum(P * frechet(A, B)) - np.sum(frechet(A.T, P) * B)) < 1e-12

# exact gradient at large strain, symmetric and nonsymmetric U
U_large = np.array([[.15, .10, .06], [.10, -.15, -.08], [.06, -.08, .05]])
skew = np.array([[0, .12, -.05], [-.12, 0, .09], [.05, -.09, 0]])
errors = []
for U in (U_large, U_large + skew):
    F = expm(U)
    cell = CELL0 @ F.T
    volume = np.linalg.det(cell)
    assert abs(volume - np.linalg.det(CELL0) * np.exp(np.trace(U))) < 1e-10
    T = pair_model(cell, x_start @ F.T, SPECIES)[2] + PRESSURE * volume * np.eye(3)
    analytic = frechet(U.T, T @ np.linalg.inv(F).T)
    numeric = numeric_U_gradient(U, x_start)
    errors.append(np.abs(analytic - numeric).max())
    assert errors[-1] < 1e-5
    if U is U_large:
        lam_large, vec_large = np.linalg.eigh(U)
        G_exact = symmetric_log_gradient(lam_large, vec_large, T)
        G_numeric = 0.5 * (numeric + numeric.T)
        T_large = T
err_sinh = np.abs(G_exact - G_numeric).max()
err_virial = np.abs(T_large - G_numeric).max()
assert err_sinh < 1e-5 and err_virial > 1e-3

single = make_system(1, 0.5)
z_large = pack(x_start, U_large, single)
grad_x = evaluate(z_large, single)[1][:3 * N0]
numeric_x = []
for k in range(3 * N0):
    unit = np.zeros(3 * N0)
    unit[k] = 1.0
    numeric_x.append(derivative(lambda h: enthalpy_definition(
        U_large, x_start + h * unit.reshape(N0, 3))))
err_x = np.abs(grad_x - numeric_x).max()
assert err_x < 1e-5

# relaxation from a distorted cell, and an independent energy-only minimum
U_start = np.array([[.05, .03, -.02], [.03, -.03, .02], [-.02, .02, .04]])
z_min, history, steps = relax(pack(x_start, U_start, single), single)
x_min, U_min = unpack(z_min, single)
F_min = expm(U_min)
cell_min = CELL0 @ F_min
r_min = x_min @ F_min
lengths = np.linalg.norm(cell_min, axis=1)
cosines = (cell_min @ cell_min.T) / np.outer(lengths, lengths)
axis_c = cell_min[2] / lengths[2]
gap_AA = (r_min[1] - r_min[0]) @ axis_c
gap_BB = (r_min[3] - r_min[2]) @ axis_c


def tetragonal_enthalpy(v):
    a, c, d_aa, d_bb = v
    d_ab = 0.5 * (c - d_aa - d_bb)
    pos = np.array([[0, 0, 0], [a / 2, a / 2, d_aa], [0, 0, d_aa + d_ab],
                    [a / 2, a / 2, d_aa + d_ab + d_bb]])
    return (pair_model(np.diag([a, a, c]), pos, SPECIES)[0]
            + PRESSURE * a * a * c)


check = minimize(tetragonal_enthalpy, [A_REF, C_REF, C_REF / 4, C_REF / 4],
                 method="Nelder-Mead",
                 options=dict(xatol=1e-8, fatol=1e-12, maxiter=4000, maxfev=4000))
assert abs(check.fun / N0 - history[-1]) < 1e-8
assert np.allclose(check.x, [lengths[0], lengths[2], gap_AA, gap_BB], atol=1e-4)
assert np.allclose(cosines, np.eye(3), atol=1e-4)
assert abs(lengths[0] - lengths[1]) < 1e-4


def hessian(z, system, h=1e-4):
    rows = []
    for k in range(len(z)):
        dz = np.zeros(len(z))
        dz[k] = h
        rows.append((evaluate(z + dz, system)[1]
                     - evaluate(z - dz, system)[1]) / (2 * h))
    rows = np.array(rows)
    return 0.5 * (rows + rows.T)


def nonzero_modes(matrix):
    """Eigenvalues without the three uniform translations."""
    ev = np.linalg.eigvalsh(matrix)
    ev = ev[np.argsort(np.abs(ev))]
    assert np.abs(ev[:3]).max() < 1e-4 and ev[3:].min() > 1e-3
    return np.sort(ev[3:])


copies = [1, 2, 4, 8]
strain_top, cond_rep, cond_full, soft = {}, {}, {}, {}
H_single = None
for m in copies:
    embed = np.zeros((3 * N0 * m + 6, 3 * N0 + 6))
    embed[:-6, :-6] = np.kron(np.ones((m, 1)) / np.sqrt(m), np.eye(3 * N0))
    embed[-6:, -6:] = np.eye(6)
    for power in (0.0, 0.5, 1.0):
        system = make_system(m, power)
        Hm = hessian(pack(x_min, U_min, system), system)
        reduced = embed.T @ Hm @ embed
        ev = nonzero_modes(reduced)
        strain_top[m, power] = np.linalg.eigvalsh(Hm[-6:, -6:])[-1]
        cond_rep[m, power] = ev[-1] / ev[0]
        if power == 0.5:
            if m == 1:
                H_single = Hm
            assert np.abs(reduced - H_single).max() < 1e-3
            assert np.abs(Hm @ embed - embed @ reduced).max() < 1e-3
            full = nonzero_modes(Hm)
            cond_full[m] = full[-1] / full[0]
            soft[m] = nonzero_modes(Hm[:-6, :-6])[0]
for m in copies:
    for power in (0.0, 0.5, 1.0):
        expected = strain_top[1, 0.5] * m**(1 - 2 * power)
        assert abs(strain_top[m, power] / expected - 1) < 1e-4
soft_ratio = soft[4] / soft[8]
assert 2.5 < soft_ratio < 4.5 and cond_full[8] > 1.5 * cond_full[4]

# optimizer paths in the eightfold cell for three strain scalings
count = {}
for power in (0.0, 0.5, 1.0):
    system = make_system(8, power)
    _, path, count[power] = relax(pack(x_start, U_start, system), system)
    assert abs(path[-1] - history[-1]) < 1e-7
    common = min(len(path), len(history))
    gap = np.abs(path[:common] - history[:common]).max()
    if power == 0.5:
        path_gap = gap
        assert gap < 1e-7 and abs(count[power] - steps) <= 1
    else:
        assert gap > 1e-4

hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
gpa = const.e / const.angstrom**3 / 1e9
print("MODEL")
print(f"Morse depth AA, AB, BB: {DEPTH[0,0]:.2f} {DEPTH[0,1]:.2f} {DEPTH[1,1]:.2f} eV")
print(f"Morse minimum AA, AB, BB: {R_MIN[0,0]:.2f} {R_MIN[0,1]:.2f} {R_MIN[1,1]:.2f} A")
print(f"Morse exponent: {ALPHA:.1f} 1/A; switch {R_ON:.1f} to {R_CUT:.1f} A")
print(f"reference a, c: {A_REF:.2f} {C_REF:.2f} A")
print(f"pressure: {PRESSURE:.3f} eV/A^3 = {PRESSURE*gpa:.3f} GPa")
print(f"length ell: {ELL:.1f} A; initial curvature: {KAPPA:.1f} eV/A^2")
print("GRADIENT TEST AT LARGE STRAIN")
print("U xx yy zz:", *[f"{U_large[k,k]:.2f}" for k in range(3)])
print(f"U yz xz xy: {U_large[1,2]:.2f} {U_large[0,2]:.2f} {U_large[0,1]:.2f}")
print("eigenvalues of U:", *[f"{v:.4f}" for v in lam_large])
d_max = lam_large[-1] - lam_large[0]
print(f"largest difference d: {d_max:.4f}; sinh(d)/d: {np.sinh(d_max)/d_max:.5f}")
print(f"xy gradient, sinh formula: {G_exact[0,1]:.6f} eV")
print(f"xy gradient, finite difference: {G_numeric[0,1]:.6f} eV")
print(f"xy gradient, virial only: {T_large[0,1]:.6f} eV")
print(f"largest error, sinh formula: {err_sinh:.1e} eV")
print(f"largest error, virial only: {err_virial:.4f} eV")
print(f"largest error, Frechet, nonsymmetric U: {errors[1]:.1e} eV")
print(f"largest error, position gradient: {err_x:.1e} eV/A")
print("RELAXATION OF THE FOUR-ATOM CELL")
print("start U xx yy zz:", *[f"{U_start[k,k]:.2f}" for k in range(3)])
print(f"start U yz xz xy: {U_start[1,2]:.2f} {U_start[0,2]:.2f} {U_start[0,1]:.2f}")
print(f"stop: force {F_TOL:.0e} eV/A, stress {S_TOL:.0e} eV/A^3")
print(f"start enthalpy per atom: {history[0]:.6f} eV")
print(f"final enthalpy per atom: {history[-1]:.6f} eV = {history[-1]/hartree:.6f} hartree")
print(f"energy-only minimum per atom: {check.fun/N0:.6f} eV")
print(f"final a: {lengths[0]:.4f} A = {lengths[0]/bohr:.4f} bohr")
print(f"final c: {lengths[2]:.4f} A = {lengths[2]/bohr:.4f} bohr")
print(f"layer gaps AA, BB: {gap_AA:.4f} {gap_BB:.4f} A")
print(f"layer gap AB: {(lengths[2]-gap_AA-gap_BB)/2:.4f} A")
print("energy-only a, c, AA, BB:", *[f"{v:.4f}" for v in check.x], "A")
print("SIZE DEPENDENCE (strain scale ~ m^q, m copies)")
print("largest strain-block curvature, eV/A^2: m, q=0, q=1/2, q=1")
for m in copies:
    print(f"{m:2d}", *[f"{strain_top[m,q]:9.4f}" for q in (0.0, 0.5, 1.0)])
print("condition number, replicated subspace: m, q=0, q=1/2, q=1")
for m in copies:
    print(f"{m:2d}", *[f"{cond_rep[m,q]:9.3f}" for q in (0.0, 0.5, 1.0)])
print("q=1/2: m, full condition number, softest position mode eV/A^2")
for m in copies:
    print(f"{m:2d} {cond_full[m]:9.3f} {soft[m]:9.4f}")
print(f"softest mode, ratio m=4 to m=8: {soft_ratio:.3f}")
print(f"BFGS steps, m=1: {steps}")
print("BFGS steps, m=8, q=0, 1/2, 1:", *[count[q] for q in (0.0, 0.5, 1.0)])
print(f"path difference m=8 (q=1/2) to m=1: {path_gap:.1e} eV/atom")
print("all good")
```

It prints:

```
MODEL
Morse depth AA, AB, BB: 0.30 0.35 0.30 eV
Morse minimum AA, AB, BB: 2.85 2.80 2.75 A
Morse exponent: 2.0 1/A; switch 4.3 to 5.8 A
reference a, c: 2.80 7.92 A
pressure: 0.020 eV/A^3 = 3.204 GPa
length ell: 2.0 A; initial curvature: 20.0 eV/A^2
GRADIENT TEST AT LARGE STRAIN
U xx yy zz: 0.15 -0.15 0.05
U yz xz xy: -0.08 0.06 0.10
eigenvalues of U: -0.2141 0.0737 0.1903
largest difference d: 0.4044; sinh(d)/d: 1.02748
xy gradient, sinh formula: 1.167262 eV
xy gradient, finite difference: 1.167262 eV
xy gradient, virial only: 1.242882 eV
largest error, sinh formula: 1.2e-11 eV
largest error, virial only: 0.0756 eV
largest error, Frechet, nonsymmetric U: 1.2e-11 eV
largest error, position gradient: 7.1e-12 eV/A
RELAXATION OF THE FOUR-ATOM CELL
start U xx yy zz: 0.05 -0.03 0.04
start U yz xz xy: 0.02 -0.02 0.03
stop: force 1e-05 eV/A, stress 1e-06 eV/A^3
start enthalpy per atom: -1.704256 eV
final enthalpy per atom: -1.923956 eV = -0.070704 hartree
energy-only minimum per atom: -1.923956 eV
final a: 2.7309 A = 5.1606 bohr
final c: 7.5963 A = 14.3549 bohr
layer gaps AA, BB: 1.9738 1.8092 A
layer gap AB: 1.9066 A
energy-only a, c, AA, BB: 2.7309 7.5963 1.9738 1.8092 A
SIZE DEPENDENCE (strain scale ~ m^q, m copies)
largest strain-block curvature, eV/A^2: m, q=0, q=1/2, q=1
 1   12.9341   12.9341   12.9341
 2   25.8681   12.9341    6.4670
 4   51.7362   12.9341    3.2335
 8  103.4725   12.9341    1.6168
condition number, replicated subspace: m, q=0, q=1/2, q=1
 1    16.123    16.123    16.123
 2     8.168    16.123    32.174
 4     7.291    16.123    64.293
 8    14.542    16.123   128.537
q=1/2: m, full condition number, softest position mode eV/A^2
 1    16.123    7.1361
 2    16.135    4.6952
 4    18.168    1.6886
 8    71.884    0.4268
softest mode, ratio m=4 to m=8: 3.957
BFGS steps, m=1: 20
BFGS steps, m=8, q=0, 1/2, 1: 14 20 43
path difference m=8 (q=1/2) to m=1: 1.6e-15 eV/atom
all good
```
